# Stern's polarizability and screening in the two-dimensional electron gas: test program

```python
"""Polarizability of the two-dimensional electron gas (Stern's result).

Result under test, in Hartree atomic units, zero temperature, two spins:
  Pi(q,z) = (1/pi) {1 + (kF/q) [s(nu_minus) - s(nu_plus)]},
  nu_plus/minus = z/(q kF) +/- q/(2 kF),  s(nu) = sqrt(nu-1) sqrt(nu+1).
Static limit: 1/pi up to q = 2 kF, then (1/pi)[1 - sqrt(1-(2kF/q)^2)].
Screening: eps = 1 + (2 pi/q) Pi = 1 + 2/q for q <= 2 kF.
Symbols: q wavevector, z complex frequency (upper half plane), kF Fermi
wavevector, n density, rs radius of the disk holding one electron.
Pi is minus the density response function.
"""
import cmath
import math
import numpy as np
import mpmath as mp
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import expit

PI = math.pi


def pi_definition(q, z, kf):
    """Integrate the difference of occupations over the pair momentum.

    With p = k + q/2 the pair energy is q*p_x; the integral over p_y is
    the difference of the chord lengths of two displaced Fermi disks.
    """
    z = complex(z)

    def half_chord(x):
        return math.sqrt(max(0.0, kf * kf - x * x))

    def integrand(p):
        return (half_chord(p - q / 2) - half_chord(p + q / 2)) / (q * p - z)

    end = kf + q / 2
    inner = abs(kf - q / 2)
    breaks = {0.0, inner, -inner}
    if abs(z.real / q) < end:
        breaks.add(z.real / q)
    options = dict(points=sorted(breaks), limit=500,
                   epsabs=1e-10, epsrel=1e-8)
    real = quad(lambda p: integrand(p).real, -end, end, **options)[0]
    imag = 0.0
    if z.imag != 0.0:
        imag = quad(lambda p: integrand(p).imag, -end, end, **options)[0]
    return complex(real, imag) / PI**2


def branch_root(nu):
    return cmath.sqrt(nu - 1) * cmath.sqrt(nu + 1)


def pi_complex(q, z, kf):
    minus = z / (q * kf) - q / (2 * kf)
    plus = z / (q * kf) + q / (2 * kf)
    return (1 + kf / q * (branch_root(minus) - branch_root(plus))) / PI


def pi_real_axis(q, w, kf):
    """Separated real and imaginary parts for real frequency w."""
    def parts(nu):
        if abs(nu) > 1:
            return math.copysign(math.sqrt(nu * nu - 1), nu), 0.0
        return 0.0, math.sqrt(1 - nu * nu)
    re_m, im_m = parts(w / (q * kf) - q / (2 * kf))
    re_p, im_p = parts(w / (q * kf) + q / (2 * kf))
    return complex(1 + kf / q * (re_m - re_p), kf / q * (im_m - im_p)) / PI


def pi_static(q, kf):
    if q <= 2 * kf:
        return 1 / PI
    return (1 - math.sqrt(1 - (2 * kf / q)**2)) / PI


rs = 2.0
kf = math.sqrt(2) / rs
n = 1 / (PI * rs**2)
ef = kf**2 / 2
print(f"rs = {rs:.1f} bohr, density n = {n:.6f} per bohr^2")
print(f"kF = {kf:.6f} per bohr, 2kF = {2*kf:.6f} per bohr")
print(f"Fermi energy EF = {ef:.6f} hartree")
print(f"1/pi = {1/PI:.6f} per (hartree bohr^2)")

# Angular integral, including the branch when Re a is negative.
theta = 2 * PI * np.arange(4000) / 4000
for a in (-0.3 + 0.2j, 0.4 + 0.1j, -2.0 + 0.1j):
    numeric = 2 * PI * np.mean(1 / (a - np.cos(theta)))
    assert abs(numeric - 2 * PI / branch_root(a)) < 1e-9

# Radial integral with the same branch.
for a in (-0.3 + 0.2j, 0.4 + 0.1j):
    def radial(k):
        return k / (cmath.sqrt(a - k) * cmath.sqrt(a + k))
    numeric = complex(quad(lambda k: radial(k).real, 0, 1, limit=200)[0],
                      quad(lambda k: radial(k).imag, 0, 1, limit=200)[0])
    assert abs(numeric - (a - branch_root(a))) < 1e-7

# Static function on both sides of 2 kF.
print("Static Pi, per (hartree bohr^2): integral | formula | eps(q,0)")
for ratio in (0.5, 1.0, 2.0, 2.02, 2.2, 3.0, 4.0):
    q = ratio * kf
    numeric = pi_definition(q, 0, kf).real
    formula = pi_static(q, kf)
    assert abs(numeric - formula) < 1e-6
    eps = 1 + 2 * PI / q * formula
    print(f"  q/kF = {ratio:.2f}: {numeric:.6f} | {formula:.6f} | {eps:.4f}")

delta = 1e-3
drop = 1 - PI * pi_definition(2 * kf * (1 + delta), 0, kf).real
assert abs(drop / math.sqrt(2 * delta) - 1) < 3e-3
print(f"Relative drop at q = 2kF(1+{delta:.3f}): {drop:.5f}")
print(f"  square-root onset law gives {math.sqrt(2*delta):.5f}")
q = 20 * kf
tail = pi_definition(q, 0, kf).real * PI * q**2 / (2 * kf**2)
assert abs(tail - 1) < 0.01
print(f"Pi / [2kF^2/(pi q^2)] at q = 20 kF: {tail:.5f}")

# Dynamic function: complex plane, then approach to the real axis.
print("Dynamic Pi, per (hartree bohr^2); q per bohr, w hartree")
for q, w in ((0.5, 0.1), (0.5, 0.4), (0.5, 0.8), (2.0, 0.2)):
    z = w + 0.1j
    assert abs(pi_definition(q, z, kf) - pi_complex(q, z, kf)) < 1e-6
    value = pi_real_axis(q, w, kf)
    # The shift 1e-4 off the axis changes Pi by an amount of that order.
    assert abs(pi_definition(q, w + 1e-4j, kf) - value) < 1e-3
    nu_m = w / (q * kf) - q / (2 * kf)
    nu_p = w / (q * kf) + q / (2 * kf)
    print(f"  q={q:.1f} w={w:.1f} nu-={nu_m:.4f} nu+={nu_p:.4f}: "
          f"Re {value.real:.6f}, Im {value.imag:.6f}")

# Kramers-Kronig relation and the frequency sum rule.
for q in (0.5, 2.0):
    low, high = abs(q * kf - q * q / 2), q * kf + q * q / 2
    static = 2 / PI * quad(lambda w: pi_real_axis(q, w, kf).imag / w,
                           0, high, points=[low], limit=300)[0]
    moment = quad(lambda w: pi_real_axis(q, w, kf).imag * w,
                  0, high, points=[low], limit=300)[0]
    assert abs(static - pi_definition(q, 0, kf).real) < 1e-6
    assert abs(moment / (PI * n * q * q / 2) - 1) < 1e-6
    print(f"q = {q:.1f} per bohr: static Pi from Im Pi = {static:.6f}, "
          f"moment/(pi n q^2/2) = {moment/(PI*n*q*q/2):.6f}")

# Screening wavevector at two densities, from the defining integral.
for radius in (2.0, 8.0):
    kf_here = math.sqrt(2) / radius
    q_screen = 2 * PI * pi_definition(0.2, 0, kf_here).real
    assert 0.2 < 2 * kf_here and abs(q_screen - 2) < 1e-5
    print(f"rs = {radius:.1f} bohr: 2kF = {2*kf_here:.6f} per bohr, "
          f"q_s = {q_screen:.5f} per bohr")
bohr_nm = physical_constants["Bohr radius"][0] * 1e9
print(f"q_s = {q_screen/bohr_nm:.3f} per nm")

# Warm gas: compressibility from numerical filling of a constant spectrum.
temperature = ef / 2


def filling(mu):
    top = max(mu, 0.0) + 45 * temperature
    return quad(lambda e: expit((mu - e) / temperature), 0, top,
                epsabs=1e-12, epsrel=1e-11, limit=300)[0] / PI


mu = brentq(lambda m: filling(m) - n, -2.0, 2.0, xtol=1e-13)
step = 1e-3
q_warm = 2 * PI * (filling(mu + step) - filling(mu - step)) / (2 * step)
q_warm_formula = 2 * (1 - math.exp(-ef / temperature))
assert abs(q_warm - q_warm_formula) < 1e-4
print(f"T = EF/2 = {temperature:.6f} hartree: mu = {mu:.6f} hartree, "
      f"q_s = {q_warm_formula:.5f} per bohr")

# Thomas-Fermi potential of a unit charge: oscillatory Fourier integral
# against the smooth integral, and the power-law tail.
r = 10.0


def smooth_potential(dist):
    return quad(lambda t: t * math.exp(-2 * t) / (dist**2 + t**2)**1.5,
                0, 30, epsabs=1e-14, epsrel=1e-10, limit=200)[0]


fourier = 1 / r - 2 * float(mp.quadosc(
    lambda k: mp.besselj(0, k * r) / (k + 2), [0, mp.inf], omega=r))
potential = smooth_potential(r)
assert abs(fourier / potential - 1) < 1e-3
assert abs(smooth_potential(100.0) * 4 * 100.0**3 - 1) < 1e-3
print(f"Thomas-Fermi W({r:.0f} bohr) = {potential:.4e} hartree")
print(f"  tail 1/(4r^3) = {1/(4*r**3):.4e}, bare 1/r = {1/r:.4e} hartree")

# Small wavevector at fixed frequency.
q, w = 0.01, 0.5
fast = pi_definition(q, w, kf).real
assert abs(fast / (-n * q * q / w**2) - 1) < 1e-3
print(f"q = {q:.2f} per bohr, w = {w:.1f} hartree: Pi = {fast:.4e}, "
      f"-n q^2/w^2 = {-n*q*q/w**2:.4e}")


# Plasmon: zero of the dielectric function built from the definition.
def eps_definition(q, w):
    return 1 + 2 * PI / q * pi_definition(q, w, kf).real


def plasmon_formula(q):
    u = 1 + q / 2
    return u * math.sqrt((q * kf)**2 / (u * u - 1) + q**4 / 4)


for q in (0.1, 0.5, 0.8):
    edge = q * kf + q * q / 2
    root = brentq(lambda w: eps_definition(q, w), edge + 1e-6, 3.0)
    assert abs(root - plasmon_formula(q)) < 1e-5
    print(f"q = {q:.1f} per bohr: plasmon {root:.6f}, sqrt(2 pi n q) "
          f"{math.sqrt(2*PI*n*q):.6f}, pair edge {edge:.6f} hartree")

q_end = brentq(lambda k: k * k * (1 + k / 4) - 2 * kf, 0.01, 5.0)
for factor, sign in ((0.95, -1), (1.05, 1)):
    q = factor * q_end
    assert sign * eps_definition(q, q * kf + q * q / 2 + 1e-6) > 0
print(f"Plasmon enters pair continuum at q = {q_end:.6f} per bohr, "
      f"w = {plasmon_formula(q_end):.6f} hartree")
assert abs(plasmon_formula(q_end) - q_end * kf - q_end**2 / 2) < 1e-9

print("every check passed")
```

Printed output:

```
rs = 2.0 bohr, density n = 0.079577 per bohr^2
kF = 0.707107 per bohr, 2kF = 1.414214 per bohr
Fermi energy EF = 0.250000 hartree
1/pi = 0.318310 per (hartree bohr^2)
Static Pi, per (hartree bohr^2): integral | formula | eps(q,0)
  q/kF = 0.50: 0.318310 | 0.318310 | 6.6569
  q/kF = 1.00: 0.318310 | 0.318310 | 3.8284
  q/kF = 2.00: 0.318310 | 0.318310 | 2.4142
  q/kF = 2.02: 0.273628 | 0.273628 | 2.2037
  q/kF = 2.20: 0.185703 | 0.185703 | 1.7501
  q/kF = 3.00: 0.081056 | 0.081056 | 1.2401
  q/kF = 4.00: 0.042645 | 0.042645 | 1.0947
Relative drop at q = 2kF(1+0.001): 0.04469
  square-root onset law gives 0.04472
Pi / [2kF^2/(pi q^2)] at q = 20 kF: 1.00251
Dynamic Pi, per (hartree bohr^2); q per bohr, w hartree
  q=0.5 w=0.1 nu-=-0.0707 nu+=0.6364: Re 0.318310, Im 0.101796
  q=0.5 w=0.4 nu-=0.7778 nu+=1.4849: Re -0.175840, Im 0.282920
  q=0.5 w=0.8 nu-=1.9092 nu+=2.6163: Re -0.037899, Im 0.000000
  q=2.0 w=0.2 nu-=-1.2728 nu+=1.5556: Re 0.095590, Im 0.000000
q = 0.5 per bohr: static Pi from Im Pi = 0.318310, moment/(pi n q^2/2) = 1.000000
q = 2.0 per bohr: static Pi from Im Pi = 0.093231, moment/(pi n q^2/2) = 1.000000
rs = 2.0 bohr: 2kF = 1.414214 per bohr, q_s = 2.00000 per bohr
rs = 8.0 bohr: 2kF = 0.353553 per bohr, q_s = 2.00000 per bohr
q_s = 37.795 per nm
T = EF/2 = 0.125000 hartree: mu = 0.231823 hartree, q_s = 1.72933 per bohr
Thomas-Fermi W(10 bohr) = 2.4469e-04 hartree
  tail 1/(4r^3) = 2.5000e-04, bare 1/r = 1.0000e-01 hartree
q = 0.01 per bohr, w = 0.5 hartree: Pi = -3.1836e-05, -n q^2/w^2 = -3.1831e-05
q = 0.1 per bohr: plasmon 0.231966, sqrt(2 pi n q) 0.223607, pair edge 0.075711 hartree
q = 0.5 per bohr: plasmon 0.609620, sqrt(2 pi n q) 0.500000, pair edge 0.478553 hartree
q = 0.8 per bohr: plasmon 0.924141, sqrt(2 pi n q) 0.632456, pair edge 0.885685 hartree
Plasmon enters pair continuum at q = 1.057586 per bohr, w = 1.307071 hartree
every check passed
```
